# Why fragile liquids can switch fast and retain data at equal Tg: verification in Python

```python
# Claim under test: at equal glass transition Tg and equal high-temperature
# viscosity, a fragile liquid crystallizes far faster than an Arrhenius one
# when heated, yet its ageing glass can crystallize more slowly below Tg.
# Symbols: m = fragility, m0 = its Arrhenius value, x = Tg/T, Tf = fictive
# temperature, a = atomic diameter and layer spacing, y = ratio of glass to
# liquid activation energy, xi = exponent coupling growth to viscosity.
# Viscosities in Pa s, temperatures in K, times in s, energies in J.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

kB, eV, year = const.k, const.e, const.Julian_year
Tg, Tm, T_op = 400.0, 900.0, 350.0
log_inf, m_frag = -4.0, 90.0
m0 = 12.0 - log_inf
a, length = 0.3e-9, 30e-9
layers = int(round(length / a))
heat, surface_work = 0.12 * eV, 0.20 * eV
modulus, y, Tf_start = 1e10, 0.4, 500.0
ten_years = 10 * year


def log_eta(T, m, Tglass=Tg):
    x = Tglass / T
    return log_inf + m0 * x * np.exp((m / m0 - 1) * (x - 1))


def slope(x, m):
    k = m / m0 - 1
    return m0 * (1 + k * x) * np.exp(k * (x - 1))


def attach(T, logeta):
    return kB * T / (3 * np.pi * a**3 * 10**logeta)


def bias(T):
    return -np.expm1(-heat * (1 - T / Tm) / (kB * T))


def growth(T, logeta):
    return a * attach(T, logeta) * bias(T)


def fastest(m, Tglass=Tg):
    r = minimize_scalar(lambda T: -np.log(growth(T, log_eta(T, m, Tglass))),
                        bounds=(300.0, Tm - 0.01), method='bounded',
                        options={'xatol': 1e-7})
    return r.x, np.exp(-r.fun)


def passage_time(up, down):
    # mean time from the first state to absorption beyond the last state
    matrix = np.diag(up + down) - np.diag(up[:-1], 1) - np.diag(down[1:], -1)
    return np.linalg.solve(matrix, np.ones(len(up)))[0]


# Slope of the viscosity curve, from finite differences
h = 1e-5
for x in (0.7, 1.0, 1.1):
    numeric = (log_eta(Tg / (x + h), m_frag)
               - log_eta(Tg / (x - h), m_frag)) / (2 * h)
    assert abs(numeric / slope(x, m_frag) - 1) < 1e-6
    if x == 1.0:
        assert abs(numeric - m_frag) < 1e-4

# Sign and maximum of the viscosity advantage
def gain(T):
    return log_eta(T, m0) - log_eta(T, m_frag)

assert np.all(gain(np.linspace(401, 2000, 500)) > 0)
assert np.all(gain(np.linspace(300, 399, 100)) < 0)
kappa = m_frag / m0 - 1
x_best = (lambertw(np.exp(1 + kappa)).real - 1) / kappa
best = minimize_scalar(lambda x: -gain(Tg / x), bounds=(0.05, 0.99),
                       method='bounded', options={'xatol': 1e-9})
assert abs(best.x - x_best) < 1e-5
T_best = Tg / x_best

# Fastest growth, and growth speed checked by the front's master equation
T_f, u_f = fastest(m_frag)
T_s, u_s = fastest(m0)
rate = attach(T_f, log_eta(T_f, m_frag))
back = rate * np.exp(-heat * (1 - T_f / Tm) / (kB * T_f))
crossing = []
for count in (layers, 2 * layers):
    up = np.full(count, rate)
    down = np.full(count, back)
    down[0] = 0.0
    crossing.append(passage_time(up, down))
assert abs((crossing[1] - crossing[0]) * u_f / length - 1) < 1e-6
assert length / u_f < 1e-7 and u_f / u_s > 1e5

# Nucleation: linear solution against the factorized double sum
T_n = 600.0
n = np.arange(1, 151)
drive = heat * (1 - T_n / Tm)
work = (-(n - 1) * drive + surface_work * (n**(2 / 3) - 1)) / (kB * T_n)
thermo_sum = np.sum(np.exp(work[:-1]) / (4 * n[:-1]**(2 / 3))
                    * np.cumsum(np.exp(-work[:-1])))
nuc_time = []
for m in (m_frag, m0):
    up = 4 * n[:-1]**(2 / 3) * attach(T_n, log_eta(T_n, m))
    down = np.zeros(len(up))
    down[1:] = up[:-1] * np.exp(np.diff(work)[:-1])
    solved = passage_time(up, down)
    formula = (3 * np.pi * a**3 * 10**log_eta(T_n, m)
               / (kB * T_n) * thermo_sum)
    assert abs(solved / formula - 1) < 1e-5
    nuc_time.append(solved)

# Arrhenius alternatives: steeper line, or same limit with lower Tg
steep = (12 - log_eta(T_f, m_frag)) / (1 - Tg / T_f)
log_needed = 12 - steep
Tg_match = brentq(lambda t: np.log(fastest(m0, t)[1] / u_f), 5.0, Tg)
t_match = length / growth(T_op, log_eta(T_op, m0, Tg_match))
assert log_needed < -15 and t_match < 1e-3


# Glass below Tg, with structural ageing
def log_glass(T, Tf):
    xf = Tg / Tf
    return log_eta(Tf, m_frag) + y * slope(xf, m_frag) * (Tg / T - xf)


log_c = log_eta(T_f, m_frag)


def age(xi):
    def rhs(lnt, state):
        t = np.exp(lnt)
        le = log_glass(T_op, state[0])
        boost = 10**((1 - xi) * max(0.0, le - log_c))
        return [-(state[0] - T_op) * t * modulus / 10**le,
                t * attach(T_op, le) * bias(T_op) * boost]
    sol = solve_ivp(rhs, (np.log(1e-12), np.log(ten_years)),
                    [Tf_start, 0.0], method='LSODA', rtol=1e-9, atol=1e-12)
    assert sol.success
    return sol.y[0, -1], sol.y[1, -1]


Tf_end, n_aged = age(1.0)
prefactor = kB * T_op * bias(T_op) / (3 * np.pi * a**3 * modulus)
n_formula = prefactor * np.log((Tf_start - T_op) / (Tf_end - T_op))
assert abs(n_aged / n_formula - 1) < 1e-5
t_strong = length / growth(T_op, log_eta(T_op, m0))
n_strong = layers * ten_years / t_strong
t_fresh = length / growth(T_op, log_glass(T_op, Tf_start))
t_frozen = length / growth(T_op, log_glass(T_op, Tg))
assert n_aged < n_strong            # ageing glass keeps its data better
assert t_fresh < ten_years          # without ageing the same glass fails
xi_limit = brentq(lambda q: np.log(age(q)[1] / n_strong), 0.5, 1.0,
                  xtol=1e-5)
assert age(xi_limit + 0.02)[1] < n_strong < age(xi_limit - 0.02)[1]


def show(label, value, unit='', fmt='.3g'):
    print(f'{label}: {value:{fmt}} {unit}'.rstrip())


show('Tg', Tg, 'K')
show('Tm', Tm, 'K')
show('log10 of limiting viscosity in Pa s', log_inf)
show('fragility, fragile', m_frag)
show('fragility, Arrhenius', m0)
show('atomic diameter a', a * 1e9, 'nm')
show('heat of fusion per atom', heat / eV, 'eV')
show('surface work s', surface_work / eV, 'eV')
show('region length', length * 1e9, 'nm')
show('layers in region', layers, '', 'd')
show('shear modulus', modulus / 1e9, 'GPa')
show('glass/liquid activation ratio y', y)
show('operating temperature', T_op, 'K')
show('initial fictive temperature', Tf_start, 'K')
show('Arrhenius activation energy', m0 * np.log(10) * kB * Tg / eV, 'eV')
show('fragile apparent energy at Tg',
     m_frag * np.log(10) * kB * Tg / eV, 'eV')
show('T of largest viscosity gain', T_best, 'K', '.1f')
show('largest viscosity gain', gain(T_best), 'decades', '.2f')
show('fragile: T of fastest growth', T_f, 'K', '.1f')
show('fragile: viscosity there', 10**log_c, 'Pa s')
show('Arrhenius: viscosity there', 10**log_eta(T_f, m0), 'Pa s')
show('fragile: fastest growth', u_f, 'm/s')
show('fragile: shortest crossing time', length / u_f * 1e9, 'ns')
show('fragile: relaxation time there', 10**log_c / modulus, 's')
show('Arrhenius: crossing time at same T',
     length / growth(T_f, log_eta(T_f, m0)), 's')
show('Arrhenius: T of fastest growth', T_s, 'K', '.1f')
show('Arrhenius: fastest growth', u_s, 'm/s')
show('Arrhenius: shortest crossing time', length / u_s, 's')
show('nucleation test temperature', T_n, 'K')
show('nucleation barrier over kT', work.max(), '', '.2f')
show('critical size', n[np.argmax(work)], 'atoms', 'd')
show('nucleation time per site, fragile', nuc_time[0], 's')
show('nucleation time per site, Arrhenius', nuc_time[1], 's')
show('nucleation time ratio', nuc_time[1] / nuc_time[0])
show('steep Arrhenius line: log10 limit in Pa s', log_needed, '', '.2f')
show('speed-matched Arrhenius Tg', Tg_match, 'K', '.1f')
show('its crossing time at 350 K', t_match * 1e9, 'ns')
show('log10 viscosity 350 K, Arrhenius', log_eta(T_op, m0), '', '.2f')
show('log10 viscosity 350 K, fragile equilibrium',
     log_eta(T_op, m_frag), '', '.2f')
show('log10 viscosity 350 K, glass Tf=Tg', log_glass(T_op, Tg), '', '.2f')
show('log10 viscosity 350 K, fresh glass',
     log_glass(T_op, Tf_start), '', '.2f')
show('liquid relaxation time at 500 K',
     10**log_eta(Tf_start, m_frag) / modulus, 's')
show('fresh-glass relaxation time at 350 K',
     10**log_glass(T_op, Tf_start) / modulus, 's')
show('crossing time 350 K, Arrhenius', t_strong / year, 'years')
show('crossing time 350 K, frozen Tf=Tg', t_frozen / year, 'years')
show('crossing time 350 K, frozen fresh glass', t_fresh, 's')
show('fictive temperature after 10 years', Tf_end, 'K', '.1f')
show('log10 viscosity after 10 years', log_glass(T_op, Tf_end), '', '.2f')
show('prefactor of logarithmic growth law', prefactor, 'layers')
show('layers in 10 years, Arrhenius', n_strong)
show('layers in 10 years, ageing fragile', n_aged)
for q in (0.9, 0.8, 0.7):
    show(f'free-front layers in 10 years, xi={q}', age(q)[1])
show('xi at which retention advantage ends', xi_limit, '', '.3f')
print('all good')
```

Running it gives:

```
Tg: 400 K
Tm: 900 K
log10 of limiting viscosity in Pa s: -4
fragility, fragile: 90
fragility, Arrhenius: 16
atomic diameter a: 0.3 nm
heat of fusion per atom: 0.12 eV
surface work s: 0.2 eV
region length: 30 nm
layers in region: 100
shear modulus: 10 GPa
glass/liquid activation ratio y: 0.4
operating temperature: 350 K
initial fictive temperature: 500 K
Arrhenius activation energy: 1.27 eV
fragile apparent energy at Tg: 7.14 eV
T of largest viscosity gain: 579.6 K
largest viscosity gain: 8.41 decades
fragile: T of fastest growth: 790.2 K
fragile: viscosity there: 0.000669 Pa s
Arrhenius: viscosity there: 1.26e+04 Pa s
fragile: fastest growth: 3.72 m/s
fragile: shortest crossing time: 8.06 ns
fragile: relaxation time there: 6.69e-14 s
Arrhenius: crossing time at same T: 0.151 s
Arrhenius: T of fastest growth: 852.8 K
Arrhenius: fastest growth: 3.56e-07 m/s
Arrhenius: shortest crossing time: 0.0842 s
nucleation test temperature: 600 K
nucleation barrier over kT: 11.23
critical size: 37 atoms
nucleation time per site, fragile: 4.11e-05 s
nucleation time per site, Arrhenius: 9.95e+03 s
nucleation time ratio: 2.42e+08
steep Arrhenius line: log10 limit in Pa s: -18.73
speed-matched Arrhenius Tg: 45.5 K
its crossing time at 350 K: 69.2 ns
log10 viscosity 350 K, Arrhenius: 14.29
log10 viscosity 350 K, fragile equilibrium: 31.40
log10 viscosity 350 K, glass Tf=Tg: 17.14
log10 viscosity 350 K, fresh glass: 5.17
liquid relaxation time at 500 K: 1.19e-09 s
fresh-glass relaxation time at 350 K: 1.46e-05 s
crossing time 350 K, Arrhenius: 35.3 years
crossing time 350 K, frozen Tf=Tg: 2.54e+04 years
crossing time 350 K, frozen fresh glass: 0.844 s
fictive temperature after 10 years: 387.9 K
log10 viscosity after 10 years: 19.83
prefactor of logarithmic growth law: 0.00173 layers
layers in 10 years, Arrhenius: 28.3
layers in 10 years, ageing fragile: 0.00238
free-front layers in 10 years, xi=0.9: 0.142
free-front layers in 10 years, xi=0.8: 15.2
free-front layers in 10 years, xi=0.7: 2.07e+03
xi at which retention advantage ends: 0.787
all good
```
